\section*{Reconstructing a lossless interferometer from single-photon rates and two-photon visibilities}

\section{A symmetric three-port device}

Take a lossless device with three inputs and three outputs that sends a photon from any input to each output with probability $1/3$. All amplitudes have modulus $1/\sqrt3$, and only their phases are unknown. Phases attached to whole rows or columns belong to the external ports, so the first row and column can be made positive. Four phases $\theta_{22},\theta_{23},\theta_{32},\theta_{33}$ remain.

Suppose every two-photon visibility, defined in Section 3, equals $1/2$. For equal moduli the visibility is $-\cos\beta$, where $\beta$ is the phase around a rectangle of four matrix entries. Rectangles through the first row and column give $\cos\theta_{jk}=-1/2$, so each phase is $+120^\circ$ or $-120^\circ$. There are sixteen sign patterns.

Choose $\theta_{22}=+120^\circ$. The rectangle made of row 1, row 2 and columns 2, 3 requires $\cos(\theta_{23}-\theta_{22})=-1/2$. Equal signs would give $\cos0=1$, while opposite signs give $\cos240^\circ=-1/2$. Hence $\theta_{23}=-120^\circ$. The same argument down column 2 gives $\theta_{32}=-120^\circ$, and along row 3 it gives $\theta_{33}=+120^\circ$. The result is the three-point Fourier matrix. Starting with $\theta_{22}=-120^\circ$ would have produced its complex conjugate, which has the same data. One sign is free, and the others follow from it.

\section{What is measured and what can be known}

Let $U_{jk}=|U_{jk}|e^{i\theta_{jk}}$ be the amplitude from input $k$ to output $j$ of an $m$-port device. I assume that $U$ is unitary and has no zero entry. Unknown port efficiencies $\kappa_k$ (input) and $\eta_j$ (output) are allowed. The single-photon rates are
\begin{equation}
R_{jk}=R_0\,\eta_j|U_{jk}|^2\kappa_k .
\end{equation}
External phases change $U$ into $D_1UD_2$, with $D_1,D_2$ diagonal phase matrices. They are fixed by making the first row and column positive.

The port efficiencies cancel in the transmission ratio
\begin{equation}
x^2=\frac{R_{gh}R_{jk}}{R_{gk}R_{jh}},\qquad
x=\frac{|U_{gh}U_{jk}|}{|U_{gk}U_{jh}|}.
\label{ratio}
\end{equation}

The moduli themselves follow from unitarity. The matrix $S_{jk}=|U_{jk}|^2$ has unit row and column sums. Normalize the rows of $R$, then its columns, and repeat. Each iterate has the form $a_jS_{jk}b_k$ with positive $a_j,b_k$, and row normalization sets
\begin{equation}
\frac1{a_j}=\sum_kS_{jk}b_k ,
\end{equation}
which is a weighted average of the $b_k$. Let $\delta>0$ be the smallest entry of $S$ and $r=b_{\max}/b_{\min}$. Every average gives weight at least $\delta$ to both $b_{\min}$ and $b_{\max}$, so the new ratio $a_{\max}/a_{\min}$ is at most
\begin{equation}
r'=\frac{(1-\delta)r+\delta}{(1-\delta)+\delta r},\qquad
r-r'=\frac{\delta(r^2-1)}{(1-\delta)+\delta r}.
\end{equation}
The ratio falls whenever $r>1$, and its limit must be $r=1$. Column normalization obeys the same bound. With all $b_k$ equal, row normalization makes $a_jb_k=1$, and the iterate is $S$. A different doubly stochastic matrix of the form $a_jS_{jk}b_k$ would be left unchanged by the normalizations, contradicting the decrease of $r$. The moduli are therefore unique. Near convergence the bound multiplies $r-1$ by $1-2\delta$ per normalization. Small entries weaken this guarantee, but the actual convergence can be much faster than the bound.

\section{From a visibility to a cosine}

Send one photon into each of the inputs $h\neq k$ and record coincidences at outputs $g\neq j$. Two histories contribute, with amplitudes
\begin{equation}
A=U_{gh}U_{jk},\qquad B=U_{gk}U_{jh}.
\end{equation}
For identical photons the amplitudes add; for distinguishable photons, prepared for instance by a long delay, the probabilities add:
\begin{equation}
Q=|A+B|^2,\qquad C=|A|^2+|B|^2 .
\end{equation}
Port losses multiply both by $\eta_g\eta_j\kappa_h\kappa_k$. The visibility is
\begin{equation}
V=\frac{C-Q}{C}=-\frac{2\,\mathrm{Re}(AB^*)}{|A|^2+|B|^2}.
\end{equation}
Dividing numerator and denominator by $|A||B|$ gives
\begin{align}
V&=-\frac{2\cos\beta}{x+1/x},&
\cos\beta&=-\frac V2\left(x+\frac1x\right),\label{cosine}\\
\beta&=\theta_{gh}+\theta_{jk}-\theta_{gk}-\theta_{jh}.\label{loop}
\end{align}
A positive $V$ is a dip and a negative $V$ a peak. External phases cancel in $\beta$, since each row and column enters once with each sign. Complex conjugation reverses $\beta$ and leaves its cosine unchanged, so these data cannot distinguish $U$ from $U^*$.

For $m=2$, orthogonality of the columns forces $\theta_{22}=\pi$, and (\ref{cosine}) gives $V=2/(x+1/x)$. The one visibility then adds nothing to the moduli.

\section{A consistent choice of signs}

Write $(g,j;h,k)$ for the rectangle with outputs $g,j$ and inputs $h,k$. The rectangle $(1,j;1,k)$ has $\beta=\theta_{jk}$, because the other three entries are positive. Its visibility gives $|\theta_{jk}|\in[0,\pi]$.

Let $(p,q)$ be the entry with the largest $|\sin\theta|$, and choose $\theta_{pq}>0$. This uses up the freedom of conjugation. If all sines vanish, the gauge-fixed $U$ is real and needs no signs.

For entries in the reference row and column,
\begin{align}
(1,p;q,k):&\quad \beta=\theta_{pk}-\theta_{pq},\\
(p,j;1,q):&\quad \beta=\theta_{jq}-\theta_{pq}.
\end{align}
If $t$ is a candidate phase and $a$ a known one, the two signs predict cosines that differ by
\begin{equation}
\cos(t-a)-\cos(-t-a)=2\sin t\sin a .
\label{difference}
\end{equation}
With $a=\theta_{pq}$ this is nonzero unless $\sin t=0$, in which case both signs describe the same number.

Any other entry $(j,k)$ is tested on three rectangles:
\begin{align}
(1,j;q,k):&\quad\beta=\theta_{jk}-a_1,& a_1&=\theta_{jq},\\
(p,j;1,k):&\quad\beta=\theta_{jk}-a_2,& a_2&=\theta_{pk},\\
(p,j;q,k):&\quad\beta=\theta_{jk}-a_3,& a_3&=\theta_{pk}+\theta_{jq}-\theta_{pq}.
\end{align}
The second line uses $\beta=\theta_{p1}+\theta_{jk}-\theta_{pk}-\theta_{j1}$ with two zero phases. For exact data the correct sign has zero squared misfit. By (\ref{difference}) the wrong sign has
\begin{equation}
M=4\sin^2\theta_{jk}\sum_{i=1}^3\sin^2a_i .
\label{misfit}
\end{equation}
This cannot vanish for a complex entry. Since $\theta_{pq}=a_1+a_2-a_3$, and $|\sin(u+v)|\le|\sin u|+|\sin v|$,
\begin{equation}
|\sin\theta_{pq}|\le\sum_i|\sin a_i|\le\sqrt{3\sum_i\sin^2a_i},
\end{equation}
where the last step is the Cauchy--Schwarz inequality. Hence
\begin{equation}
M\ge\tfrac43\sin^2\theta_{jk}\sin^2\theta_{pq}.
\label{margin}
\end{equation}
All signs are determined, which completes the reconstruction up to external phases and conjugation.

\subsection{Why the third rectangle is needed}

The first two rectangles fail together when $\theta_{jq}$ and $\theta_{pk}$ are both $0$ or $\pi$. A five-port family shows that this can happen:
\begin{equation}
U=e^{i\phi_a}u_1v_1^T+e^{i\phi_b}u_2v_2^T+X .
\end{equation}
Here $u_1,v_1$ live on ports 2 and 3, and $u_2,v_2$ on ports 4 and 5. They are real unit vectors, and $X$ is a real isometry between their orthogonal complements, so $U$ is unitary for any phases. Its complex entries form two blocks that share no row or column.

Reversing $\phi_b$ conjugates the second block alone. Moduli do not change. A rectangle containing output 1 or input 1 compares two entries of one row or one column; these lie in the same block, or at least one is real, so its cosine does not change either. A rectangle with one corner in each block does change.

For $\phi_a=1.0$ and $\phi_b=\pm0.7$ rad, with $u_1=(0,.6,.8,0,0)$, $v_1=(0,.8,.6,0,0)$, $u_2=(0,0,0,.6,.8)$, $v_2=(0,0,0,.8,-.6)$ and one fixed $X$ that leaves no zero entries, the two devices agree in every visibility involving output 1 or input 1. Elsewhere the visibilities differ by up to 1.70. The matrices differ by 0.26 (root mean square over entries), even after the better choice of conjugation. Both are unitary, so a unitarity check cannot replace the third rectangle. The procedure recovered both, with errors below $10^{-8}$.

\section{Procedure and cost}

\begin{verbatim}
input: rates R[j,k]; visibilities V(g,j;h,k)
S = R
repeat: normalize rows of S, then columns
until row sums equal 1 within tolerance
r = sqrt(S)
cosine(g,j;h,k):
    x = r[g,h] r[j,k] / (r[g,k] r[j,h])
    return clip(-V(g,j;h,k) (x+1/x)/2, -1, 1)
theta = 0 in first row and column
for j,k > 1: theta[j,k] = arccos cosine(1,j;1,k)
(p,q) = core entry with largest |sin theta|
for k > 1, k != q: choose sign of theta[p,k]
    by least misfit on (1,p;q,k)
for j > 1, j != p: choose sign of theta[j,q]
    by least misfit on (p,j;1,q)
for each remaining core entry (j,k):
    choose sign by least summed squared misfit
    on (1,j;q,k), (p,j;1,k), (p,j;q,k)
W = r exp(i theta)
singular value decomposition W = P Sigma Q^dagger
return P Q^dagger
\end{verbatim}

The core is the matrix without its first row and column. For $m\ge2$ the number of visibilities used is
\begin{equation}
(m-1)^2+2(m-2)+3(m-2)^2=(2m-3)^2 .
\end{equation}
The available number is $[m(m-1)/2]^2$. For three ports both are 9; for six ports they are 81 and 225. The reference is known after the first $(m-1)^2$ measurements, so the rest can be selected then. Arithmetic costs $O(m^2)$ per normalization sweep and for the phases, and $O(m^3)$ for the final decomposition.

The last step returns the unitary nearest to $W$ in Frobenius norm. For any unitary $Y$,
\begin{align}
\|W-Y\|^2&=\|W\|^2+m-2\,\mathrm{Re\,tr}(Y^\dagger W),\\
\mathrm{Re\,tr}(Y^\dagger W)&=\sum_i\sigma_i\,\mathrm{Re}(Q^\dagger Y^\dagger P)_{ii}\le\sum_i\sigma_i,
\end{align}
because a diagonal element of a unitary matrix has modulus at most one. Equality holds for $Y=PQ^\dagger$.

On eight random devices for each $m$ from 2 to 6, with random port efficiencies and external phases, the worst root-mean-square entry error before this last step was $9.6\times10^{-9}$.

\section{A silicon three-port mesh}

The example has Mach--Zehnder interferometers (MZIs) on modes 1--2, then 2--3, then 1--2, with a phase shifter on mode 1 between the first and last. Each MZI is two balanced couplers around a heated upper arm. At 1550 nm, a heater of length 100 $\mu$m and a rough thermo-optic coefficient of $1.8\times10^{-4}$ K$^{-1}$ give
\begin{equation}
360^\circ\times\frac{1.8\times10^{-4}\times100}{1.55}=4.18^\circ\ \text{per K}.
\end{equation}
Temperature rises of 24, 18 and 20 K in the MZIs and 47 K in the separate arm set the device. The reconstruction is not told these values.

For outputs 1,2 and inputs 1,2 the rates in kHz give
\begin{equation}
x^2=\frac{81.833\times77.984}{28.345\times64.800}=3.474,\qquad x=1.864 .
\end{equation}
Thus $(x+1/x)/2=1.200$. The visibility, obtained by evolving the two-photon Fock state, is 0.4694, so $\cos\theta_{22}=-0.4694\times1.200=-0.563$ and $|\theta_{22}|=124.3^\circ$. Likewise $|\theta_{23}|=129.3^\circ$, $|\theta_{32}|=108.9^\circ$ and $|\theta_{33}|=134.9^\circ$. The phase nearest $90^\circ$ is the reference, $\theta_{32}=+108.9^\circ$.

For $\theta_{22}$, the rectangle $(2,3;1,2)$ has measured cosine $-0.599$. A positive sign predicts $\cos15.3^\circ=0.964$ and a negative one $\cos233.2^\circ=-0.599$, so $\theta_{22}$ is negative. For $\theta_{33}$, the rectangle $(1,3;2,3)$ has cosine $-0.441$. The predictions are $\cos26.0^\circ=0.899$ and $\cos243.9^\circ=-0.441$, so $\theta_{33}$ is negative too.

For $\theta_{23}$ the known angles are $a_1=-124.3^\circ$, $a_2=-134.9^\circ$ and
\begin{equation}
a_3=-134.9^\circ-124.3^\circ-108.9^\circ=-368.1^\circ\equiv-8.1^\circ .
\end{equation}
Equation (\ref{misfit}) gives a wrong-sign misfit of
\begin{equation}
4\times0.599\,(0.683+0.501+0.020)=2.89,
\end{equation}
as found for the negative sign. The positive sign fits. Here the third rectangle contributes little; in the two-block device it decides.

With the recovered moduli,
\begin{equation}
U=\begin{pmatrix}
0.674&0.444&0.590\\
0.537&-0.371-0.544i&-0.334+0.409i\\
0.507&-0.197+0.575i&-0.431-0.432i
\end{pmatrix}.
\end{equation}
Conjugating entry $(2,3)$ alone raises $\|U^\dagger U-1\|$ from rounding level to 0.98. For this device unitarity also detects that error.

\section{Stability and failure modes}

\subsection{Ill-conditioned phases}

An error $\delta V$ at fixed $x$ changes the cosine by $-(x+1/x)\delta V/2$. Very unequal histories therefore amplify visibility errors. The phase error is $-\delta(\cos\theta)/\sin\theta$, which is large near $0$ or $\pi$. At $\theta=0$, a cosine lowered by $\epsilon\ll1$ gives $|\theta|\simeq\sqrt{2\epsilon}$. Clipping prevents an invalid arccosine but does not restore lost information.

For a remaining core entry, let $e$ be the vector of three differences between measured cosines and those predicted with the correct sign. The correct sign wins if $\|e\|<\sqrt M/2$. By (\ref{margin}) it suffices that
\begin{equation}
\|e\|<\frac{|\sin\theta_{jk}\sin\theta_{pq}|}{\sqrt3},
\end{equation}
with $M$ and the sines evaluated at the estimated phases. A zero matrix entry lies outside the scheme: some $x$ becomes zero or infinite, and the corresponding visibility carries no phase.

\subsection{Counting noise}

If $C$ and $Q$ are independent Poisson counts with means $N$ and $N(1-V)$, error propagation for $1-Q/C$ gives, at large $N$,
\begin{equation}
\mathrm{Var}(V)\simeq\frac{(1-V)+(1-V)^2}{N}=\frac{(1-V)(2-V)}N .
\end{equation}
With $N=10^4$ per visibility, and on average $100N$ single-photon counts per matrix entry, the simulated root-mean-square entry error is 0.0018. Raising all counts a hundredfold reduces it by 10.3, close to the expected 10. Each level used 300 trials; for one Gaussian error component this leaves a relative uncertainty of $1/\sqrt{600}\simeq4\%$ per level.

\subsection{Imperfect photon sources}

Let the photons' internal states have squared overlap $I$. A fraction $I$ of the second photon's internal state interferes and the rest does not:
\begin{equation}
Q_I=I|A+B|^2+(1-I)C=C+2I\,\mathrm{Re}(AB^*).
\end{equation}
Thus $V$ becomes $IV$. A known $I$ can be divided out.

A pair source emits $n$ pairs with probability $\mu^n/(1+\mu)^{n+1}$, where $\mu$ is the mean. With annihilation operators $a,b$ for inputs $h,k$ and low-efficiency detectors, a coincidence applies to the source state the operator
\begin{equation}
(A+B)ab+U_{gh}U_{jh}a^2+U_{gk}U_{jk}b^2 .
\end{equation}
The three resulting states are orthogonal, since their photon-number differences are unequal. Their weights are $\langle n^2\rangle=\mu+2\mu^2$ for the first and $\langle n(n-1)\rangle=2\mu^2$ for the others. For distinguishable photons $|A+B|^2$ is replaced by $C$. For equal input efficiencies, therefore,
\begin{equation}
V_\mu=\frac{-2\,\mathrm{Re}(AB^*)}{C+\dfrac{2\mu}{1+2\mu}\left(|U_{gh}U_{jh}|^2+|U_{gk}U_{jk}|^2\right)} .
\end{equation}

Unequal input efficiencies do not cancel here: the $ab$ term scales as $\kappa_h\kappa_k$, but the $a^2$ and $b^2$ terms scale as $\kappa_h^2$ and $\kappa_k^2$. The two terms in the last bracket are then multiplied by $\kappa_h/\kappa_k$ and $\kappa_k/\kappa_h$, respectively.

\subsection{Internal loss}

Equal loss on both modes of the first or last MZI commutes with that MZI and acts as port loss, so it cancels. Loss in the middle MZI does not cancel in $W$, yet its effect on the final matrix is of second order. Write $U=U_bU_a$ and insert a small real diagonal loss $K$ between the factors:
\begin{equation}
T=U_b(1-K)U_a=(1-U_bKU_b^\dagger)U .
\end{equation}
Row and column scaling multiplies $T$ by real diagonal matrices. Apart from a common factor and external phases, and with $\alpha,\gamma$ real, diagonal and of first order in $K$,
\begin{equation}
W\simeq\left(1+\alpha-U_bKU_b^\dagger+U\gamma U^\dagger\right)U .
\end{equation}
The bracket is Hermitian and close to one. The nearest-unitary step removes such a factor, leaving $U$ up to second order. This requires weak loss and correctly chosen signs. A loss of 0.1 dB reduces amplitudes by a fraction 0.011, whose square is $1.3\times10^{-4}$. With this loss in every MZI, the entry error relative to the lossless $U$ is $5\times10^{-6}$, and doubling the loss multiplies it by four. The returned matrix is the lossless $U$, not the lossy device: it differs from $W$, the true transfer matrix with port scaling removed, at first order, by 0.0056 at 0.1 dB.

\subsection{Comparison with real silicon devices}

The wavelength and thermo-optic coefficient are those of ordinary silicon photonics. The coefficient is rounded and held constant; in silicon it is somewhat larger and grows with temperature, which would raise the heater phases by roughly 5\% and the drift error below from 0.016 to about 0.017. Port efficiencies of 0.24 to 0.35 at the inputs correspond to about 5 to 6 dB of loss, a plausible rough range for fibre coupling. The overlap, pair number, drift and internal loss are assumed values. Changing one at a time, an overlap of 0.98 gives an entry error of 0.0027, and $\mu=0.01$, computed for equal input efficiencies in the limit of low detection efficiency, gives 0.0025. Detectors that only click or stay silent lower this last value as the efficiency rises: it is 0.0018 with the port efficiencies of the example and 0.0005 at unit efficiency. A common 0.5 K drift of all heated arms relative to the unheated ones (a uniform change of chip temperature would cancel in balanced arms) changes the device itself by 0.016, with a largest phase change of $2.8^\circ$. Real devices break the assumption of a lossless core, but at 0.1 dB per MZI that matters less here than holding the heaters steady between calibration and use. Coupler dispersion and detector dark counts are not included. The full set of rates, visibilities and errors is in the numerical output.

\section*{Table of computed values}
\begin{verbatim}
wavelength 1550 nm, heater length 100 um
thermo-optic coefficient (rough) 1.8e-04 1/K
heater phase per kelvin 4.181 deg/K
heater rises MZI1, MZI2, MZI3, arm (K): 24.0  18.0  20.0  47.0
heater phases (deg): 100.34  75.25  83.61  196.49
output efficiencies: 0.60  0.75  0.50 | input: 0.30  0.24  0.35
launched single-photon rate 1000 kHz
rates at output 1, inputs 1-3 (kHz): 81.833  28.345  73.192
rates at output 2, inputs 1-3 (kHz): 64.800  77.984  73.172
rates at output 3, inputs 1-3 (kHz): 38.606  44.390  65.225
recovered |U|^2, row 1: 0.45463  0.19684  0.34854
recovered |U|^2, row 2: 0.28800  0.43325  0.27875
recovered |U|^2, row 3: 0.25737  0.36991  0.37271
outputs; inputs: V, (x+1/x)/2, cos(beta)
 1,2; 1,2: 0.46937  1.20024  -0.56335
 1,2; 1,3: 0.62882  1.00680  -0.63309
 1,2; 2,3: 0.25016  1.13086  -0.28290
 1,3; 1,2: 0.27381  1.18541  -0.32458
 1,3; 1,3: 0.67181  1.05099  -0.70607
 1,3; 2,3: 0.42369  1.04000  -0.44063
 2,3; 1,2: 0.59848  1.00026  -0.59863
 2,3; 1,3: 0.09914  1.02036  -0.10115
 2,3; 2,3: 0.71822  1.02525  -0.73636
phase sizes row 2, columns 2,3 (deg): 124.288  129.279
phase sizes row 3, columns 2,3 (deg): 108.940  134.916
reference entry (row, column): 3 2
entry 3,3 squared misfit: + 1.79e+00, - 1.93e-30
entry 2,2 squared misfit: + 2.44e+00, - 4.45e-30
entry 2,3 squared misfit: + 3.78e-30, - 2.89e+00
signed phases row 2, columns 2,3 (deg): -124.288  129.279
signed phases row 3, columns 2,3 (deg): 108.940  -134.916
reconstructed U, row 1: 0.6743+0.0000i  0.4437+0.0000i  0.5904+0.0000i
reconstructed U, row 2: 0.5367+0.0000i  -0.3708-0.5438i  -0.3343+0.4087i
reconstructed U, row 3: 0.5073+0.0000i  -0.1974+0.5753i  -0.4311-0.4323i
example RMS entry error 1.5e-14
norm of U^dagger U - 1: correct signs 8.9e-14
 with entry 2,3 conjugated 0.9817
visibilities used, m=2..6: 1 9 25 49 81
random devices, worst RMS entry error 9.6e-09
two-block pair: max V difference with port 1 0.0e+00
 without port 1 1.6974; RMS separation 0.2577
 worst reconstruction RMS error 2.7e-09
neglected effect: RMS entry error, largest phase error
 photon overlap 0.98: 0.0027, 0.37 deg
 mean pairs per pulse 0.01: 0.0025, 0.35 deg
 loss 0.1 dB in each MZI: 0.0000, 0.00 deg
 all heaters drift 0.5 K: 0.0164, 2.79 deg
 loss 0.1 dB in first and last MZI only: 6.4e-16
 10000 baseline coincidences: 0.00181, 0.296 deg (rms)
 1000000 baseline coincidences: 0.00017, 0.028 deg (rms)
shot-noise error ratio for 100 times more counts 10.34
\end{verbatim}
